# Misfit splitting of the polarization instability in (111) ferroelectric films, part 1

(Sections cited here and not found follow in the second part.)

## 1. The quadratic energy: one normal mode and two in-plane modes

A model film whose stress-free parent loses stability at 750 K behaves differently when it is held on a (111) substrate. Under a tensile misfit of 0.4 %, its paraelectric state becomes unstable to in-plane polarization at 859 K, but to normal polarization at 757 K. Under a compressive misfit of the same size, the two temperatures are 641 K and 743 K. The separation is 102 K in both cases and changes sign with the misfit, while the normal instability stays within 7 K of its stress-free value. Both features follow from the quadratic part of the film energy.

### Model and conventions

The axes 1, 2, 3 are the cube axes of the parent, and the film normal is

\[
\mathbf n=\frac{1}{\sqrt3}(1,1,1).
\]

The polarization is split into \(P_n=\mathbf n\cdot\mathbf P\) and an in-plane vector \(\mathbf P_t\) of length \(P_t\), so that \(P^2=P_n^2+P_t^2\). It is taken as uniform. The energy density of the stress-free crystal is

\[
G_0=aP^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+G_6,
\]

where \(G_6\) contains the sixth-order terms. There are no odd powers because the parent is centrosymmetric. The temperature enters through

\[
a=\frac{T-T_0}{2\varepsilon_0C}.
\]

This choice reproduces the Curie–Weiss law: at small polarization the field is \(\partial G_0/\partial P=2aP\), hence the susceptibility is \(1/(2\varepsilon_0a)=C/(T-T_0)\). The other coefficients are held independent of temperature.

Strains are measured from the stress-free cubic paraelectric lattice. A polarization in a stress-free crystal produces the spontaneous strain

\[
\epsilon_{11}=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad
2\epsilon_{23}=Q_{44}P_2P_3,
\]

and the components obtained by permuting the axes. The factor 2 matters in an implementation. Here \(Q_{44}\) gives the engineering shear strain; a coefficient that gives the tensor component \(\epsilon_{23}\) directly must be doubled before it is used below. The compliances follow the same convention, \(2\eta_{23}=s_{44}\sigma_{23}\).

For a total strain \(\eta\) and stiffness tensor \(c\), the energy is

\[
F(\mathbf P,\eta)=G_0(\mathbf P)+\tfrac12(\eta-\epsilon):c:(\eta-\epsilon).
\]

Its derivative with respect to strain is the stress \(\sigma=c:(\eta-\epsilon)\). This vanishes at \(\eta=\epsilon\), where \(F=G_0\), as the definition of a stress-free energy requires. Elasticity is linear, and electrostriction is quadratic in the polarization.

The misfit is \(u=(a_{\rm sub}-a_{\rm film})/a_{\rm film}\), with both lattice lengths referred to the same in-plane direction and the film length taken in its stress-free cubic state. Positive \(u\) means tension. A thick substrate imposes \(u\) equally along every in-plane direction. The top face carries no traction, so \(\sigma\cdot\mathbf n=0\) in a uniform film. Ideal short-circuited electrodes remove the field that normal polarization would create. For in-plane polarization the film is taken as wide enough for charges at its distant edges to be ignored. No electrostatic energy is then added to \(F\).

### What symmetry fixes

Write the quadratic part of the film energy as \(\mathbf P\cdot M\cdot\mathbf P\), with \(M\) symmetric. A rotation \(R\) by \(120^\circ\) about \(\mathbf n\) permutes the cube axes and leaves the boundary conditions unchanged. Therefore \(RM=MR\).

Since \(R\mathbf n=\mathbf n\), it follows that \(R(M\mathbf n)=M\mathbf n\). A vector unchanged by \(R\) is parallel to \(\mathbf n\), so \(\mathbf n\) is an eigenvector of \(M\). The matrix is symmetric and so maps the film plane into itself. Let \(\mathbf v\) be an eigenvector in that plane. Then \(R\mathbf v\) is an eigenvector with the same eigenvalue, and it is not parallel to \(\mathbf v\). The two span the plane, which gives

\[
\mathbf P\cdot M\cdot\mathbf P=a_nP_n^2+a_tP_t^2.
\]

This is a normal singlet and an in-plane doublet. Symmetry permits \(a_n\) and \(a_t\) to differ, but does not say by how much or in which order they vanish. Mechanics has to supply that.

The argument needs a rotation that takes an in-plane vector to one not parallel to it, as the threefold axis does. A twofold axis turns an in-plane \(\mathbf v\) into \(-\mathbf v\), which gives no second direction. A (110) film with the coefficients of the example and the same equal misfit of +0.4 % has three distinct instability temperatures, with successive gaps of about 26 K and 112 K.

### Removing the free strains

The substrate fixes the three in-plane strain components. The other three adjust until \(\sigma\cdot\mathbf n=0\), and this is a minimum because \(c\) is positive definite. Let the subscript \(\parallel\) denote the in-plane part of a tensor, and let \(S\) be the part of the compliance that connects in-plane stress to in-plane strain. With the out-of-plane stresses zero,

\[
(\eta-\epsilon)_\parallel=S:\sigma_\parallel .
\]

The elastic energy is half the product of stress and elastic strain. Components of strain outside the plane multiply zero stress, so

\[
\tfrac12\sigma:(\eta-\epsilon)
=\tfrac12\sigma_\parallel:(\eta-\epsilon)_\parallel
=\tfrac12(\eta-\epsilon)_\parallel:S^{-1}:(\eta-\epsilon)_\parallel .
\]

The imposed strain is \(\eta_\parallel=u\,1_\parallel\), where \(1_\parallel\) is the unit tensor of the plane. The film energy is therefore

\[
\widetilde F(\mathbf P)=G_0+\tfrac12(u1_\parallel-\epsilon_\parallel):S^{-1}:(u1_\parallel-\epsilon_\parallel).
\]

Let \(\sigma_01_\parallel=S^{-1}:u1_\parallel\) be the stress at zero polarization. Its isotropic form follows from the threefold axis and is confirmed by the calculation below. Expanding the square and dropping the term independent of \(\mathbf P\) gives

\[
\widetilde F=G_0-\sigma_0\,\mathrm{tr}\,\epsilon_\parallel
+\tfrac12\epsilon_\parallel:S^{-1}:\epsilon_\parallel. \tag{1}
\]

The spontaneous strain is quadratic in polarization. The second term thus changes the quadratic coefficients and the third changes the quartic ones. The sign of the second term has a direct meaning: under tension, a polarization that tends to expand the film plane lowers the energy.

### The misfit stress

The stress is \(\sigma=\sigma_0(1-\mathbf n\mathbf n)\). Each product \(n_in_j\) equals \(1/3\), so the diagonal components are \(2\sigma_0/3\) and the off-diagonal ones are \(-\sigma_0/3\). The resulting strain components are

\[
\eta_{11}=s_{11}\frac{2\sigma_0}{3}+2s_{12}\frac{2\sigma_0}{3}
=\frac23(s_{11}+2s_{12})\sigma_0,
\]

\[
\eta_{23}=\frac{s_{44}}2\left(-\frac{\sigma_0}{3}\right)=-\frac{s_{44}}6\sigma_0 .
\]

All diagonal components are equal, as are all off-diagonal ones. Such a tensor can be written

\[
\eta=(\eta_{11}-\eta_{23})\,1+3\eta_{23}\,\mathbf n\mathbf n,
\]

because \(3\mathbf n\mathbf n\) has every component equal to one. The second term does not act in the plane. The in-plane strain is thus isotropic, as required, and equals

\[
u=\eta_{11}-\eta_{23}
=\sigma_0\left[\frac23(s_{11}+2s_{12})+\frac{s_{44}}6\right]
=\frac{D\sigma_0}{6},
\]

\[
D=4s_{11}+8s_{12}+s_{44},\qquad \sigma_0=\frac{6u}{D}. \tag{2}
\]

Stability of the cubic lattice against uniform compression and shear requires \(s_{11}+2s_{12}>0\) and \(s_{44}>0\). Since \(D=4(s_{11}+2s_{12})+s_{44}\), it is positive, and tension gives positive \(\sigma_0\).

### The in-plane spontaneous strain

The in-plane trace is the full trace less the normal component:

\[
\mathrm{tr}\,\epsilon_\parallel=\mathrm{tr}\,\epsilon-\mathbf n\cdot\epsilon\cdot\mathbf n.
\]

The full trace is \((Q_{11}+2Q_{12})P^2\). The normal component is one third of the sum of all nine components. Each shear appears twice in that sum, and \(2\epsilon_{23}=Q_{44}P_2P_3\), so

\[
\mathbf n\cdot\epsilon\cdot\mathbf n=\frac13\left[(Q_{11}+2Q_{12})P^2+Q_{44}(P_1P_2+P_2P_3+P_3P_1)\right].
\]

To express the mixed products through \(P_n\) and \(P_t\), square \(\sqrt3P_n=P_1+P_2+P_3\):

\[
3P_n^2=P^2+2(P_1P_2+P_2P_3+P_3P_1),
\]

\[
P_1P_2+P_2P_3+P_3P_1=\frac{3P_n^2-P^2}{2}=P_n^2-\frac{P_t^2}{2}.
\]

Subtraction now gives

\[
\mathrm{tr}\,\epsilon_\parallel=\alpha_nP_n^2+\alpha_tP_t^2,
\]

\[
\alpha_n=\frac23(Q_{11}+2Q_{12})-\frac{Q_{44}}3,\qquad
\alpha_t=\frac23(Q_{11}+2Q_{12})+\frac{Q_{44}}6. \tag{3}
\]

The shear coefficient enters with opposite signs. For positive \(Q_{44}\), its contribution makes normal polarization contract the plane and in-plane polarization expand it.

### The splitting

Insert (2) and (3) in (1). The quadratic coefficients are \(a_n=a-\sigma_0\alpha_n\) and \(a_t=a-\sigma_0\alpha_t\), or

\[
a_n=a-\frac{u}{D}(4Q_{11}+8Q_{12}-2Q_{44}),
\]

\[
a_t=a-\frac{u}{D}(4Q_{11}+8Q_{12}+Q_{44}), \tag{4}
\]

\[
\boxed{\,a_n-a_t=\frac{3Q_{44}u}{D}\,}. \tag{5}
\]

The splitting requires both \(u\) and \(Q_{44}\) to be nonzero. When \(Q_{44}>0\), tension makes the doublet unstable first on cooling, and compression makes the singlet unstable first. A negative \(Q_{44}\) reverses this order.

Setting each coefficient to zero gives the instability temperatures of the paraelectric film:

\[
T_n=T_0+\frac{2\varepsilon_0Cu}{D}(4Q_{11}+8Q_{12}-2Q_{44}),
\]

\[
T_t=T_0+\frac{2\varepsilon_0Cu}{D}(4Q_{11}+8Q_{12}+Q_{44}).
\]

The average over the three modes is informative, because \(Q_{44}\) cancels from it:

\[
\frac{T_n+2T_t}{3}=T_0+\frac{2\varepsilon_0Cu}{D}(4Q_{11}+8Q_{12}).
\]

The dilational combination \(Q_{11}+2Q_{12}\) moves all three modes together, and \(Q_{44}\) separates them about their average. The singlet moves by two thirds of the splitting and the doublet by one third, in opposite directions.

### The two temperatures in the example

The example has \(T_0=750\) K and \(C=1.5\times10^5\) K. Its electrostrictive coefficients are \(Q_{11}=0.089\), \(Q_{12}=-0.026\) and \(Q_{44}=0.0675\) m\(^4\)/C\(^2\). Its compliances are \(s_{11}=8.0\), \(s_{12}=-2.5\) and \(s_{44}=9.0\), in \(10^{-12}\) Pa\(^{-1}\). In the same unit, \(D=32-20+9=21\). At \(u=0.004\) the stress before polarization appears is

\[
\sigma_0=\frac{6(0.004)}{21\times10^{-12}\ \mathrm{Pa^{-1}}}=1.14\ \mathrm{GPa}.
\]

The dilational sum is \(4Q_{11}+8Q_{12}=0.356-0.208=0.148\) m\(^4\)/C\(^2\). For the singlet, \(2Q_{44}=0.135\) is subtracted and leaves 0.013. For the doublet, 0.0675 is added and gives 0.2155. Multiplication by \(u/D\) yields

\[
a_n-a=-2.48\times10^6,\qquad a_t-a=-4.10\times10^7\ \mathrm{J\,m/C^2}.
\]

With \(2\varepsilon_0C=2.66\times10^{-6}\) K C\(^2\)/(J m), the upward shifts are 6.6 K and 109 K. These give the two temperatures under tension quoted at the start, and reversing \(u\) reverses both shifts.

The small shift of the normal mode is therefore a near cancellation between dilation and shear. Its sign is not secure. Raising \(Q_{44}\) by 10 %, with all else fixed, changes \(T_n\) under tension from 756.6 K to 749.7 K, which lies below \(T_0\). The doublet moves by about 3 K, from 859.0 K to 862.4 K. The example also shows that compression can favour normal polarization over in-plane polarization without raising \(T_n\) above \(T_0\).

Above the first instability, the two susceptibilities are \(C/(T-T_n)\) and \(C/(T-T_t)\). At 50 K above \(T_t\) under tension, they are 984 for a normal field and 3000 for an in-plane field. They measure the splitting within the paraelectric state, where the quadratic energy applies.

## 2. What happens after the instability, and what can change its order

The first half used the polarization components \(P_n\) and \(P_t\), the equal misfit \(u\), and the spontaneous strain \(\epsilon\). It gave the quadratic energy \(a_nP_n^2+a_tP_t^2\) with \(\Delta=a_n-a_t=3Q_{44}u/D\), where \(D=4s_{11}+8s_{12}+s_{44}\). The in-plane trace of \(\epsilon\) is \(\alpha_nP_n^2+\alpha_tP_t^2\), with the coefficients in (3). The remaining elastic term in (1), \(\tfrac12\epsilon_\parallel:S^{-1}:\epsilon_\parallel\), is quartic in polarization. It helps decide whether the transition is continuous and how the doublet chooses a direction.

The quadratic energy separates one normal mode from two degenerate in-plane modes by \(3Q_{44}u/D\), whose sign decides which becomes unstable first in a uniform film with ideal electrodes. It remains to find whether the transition is continuous, which direction the in-plane polarization takes, and what can shift the thresholds or change their order.
